Debye relaxation of a dipole hopping between two unequal wells

A set of dipoles, each of 1 debye and each hopping between two wells that differ in energy by 0.030 eV, adds 0.0073 to the static relative permittivity at 300 K, 0.0077 at 200 K and 0.0035 at 100 K, when there are 10²⁶ of them per cubic metre. Free orientation of a dipole in a weak field gives a contribution proportional to 1/T, which would grow threefold between 300 K and 100 K. Here it hardly changes at first and then falls by more than half. The cause is the energy difference between the wells, which also enters the time that the dipoles need to respond.

Let each dipole lie along a fixed axis. In well 1, of energy 0, its moment is +p along the axis; in well 2, of energy Δ ≥ 0, it is −p. The probabilities of finding it in the wells are n₁ and n₂, with n₁ + n₂ = 1. A dipole in well 1 hops to well 2 with probability w₁₂ per unit time, and one in well 2 hops back with probability w₂₁ per unit time. Such constant rates presuppose that motion inside a well is much faster than hopping, so that a dipole has forgotten its last hop before it makes the next. The dipoles are independent and share the same Δ and the same rates.

Well 2 gains from hops out of well 1 and loses by hops back:

dn₂/dt = w₁₂ n₁ − w₂₁ n₂.

Putting n₁ = 1 − n₂ gives

dn₂/dt = w₁₂ − (w₁₂ + w₂₁) n₂.

The right side vanishes at n₂ᵉ = w₁₂/(w₁₂ + w₂₁). Subtracting this constant from n₂ removes the first term, and what remains is

d(n₂ − n₂ᵉ)/dt = −(w₁₂ + w₂₁)(n₂ − n₂ᵉ).

The deviation decays as exp(−t/τ), with

1/τ = w₁₂ + w₂₁.

The rates add because one excess dipole in well 2 has two effects: it raises the flow out of well 2 by w₂₁, and, being absent from well 1, it lowers the flow into well 2 by w₁₂. For equal wells, w₁₂ = w₂₁ = w and τ = 1/(2w), half the mean waiting time for a hop. For Δ ≫ kT the upward rate is negligible in the sum and τ approaches 1/w₂₁, the mean stay in the upper well.

The formula 1/τ = w₁₂ + w₂₁ holds for any constant rates, whether or not the surroundings are in thermal equilibrium. The remark on Δ ≫ kT does assume such equilibrium, and so does the strength of the response. At temperature T the rates must leave the Boltzmann populations unchanged, which means

w₁₂/w₂₁ = n₂/n₁ = exp(−Δ/kT).

From here on n₁ and n₂ denote the equilibrium values without field. With the normalization,

n₁ = 1/(1 + e^(−Δ/kT)),  n₂ = 1/(1 + e^(Δ/kT)).

Their product will be needed. Multiplying numerator and denominator of n₁ by e^(Δ/kT) gives the first form below, and dividing numerator and denominator of the whole product by e^(Δ/kT) gives the second:

4n₁n₂ = 4e^(Δ/kT)/(1 + e^(Δ/kT))²
  = 4/(e^(Δ/2kT) + e^(−Δ/2kT))²
  = sech²(Δ/2kT).

Now apply a field E at angle θ to the moment of well 1. The component of that moment along the field is m = p cosθ, and that of well 2 is −m. The well energies become −mE and Δ + mE, so the energy difference becomes Δ + 2mE. The field at the dipole is taken to be the macroscopic field. Besides dilution, this requires a host whose own permittivity ε∞ is close to 1, which ordinary solids and liquids do not satisfy. For dilute dipoles in Onsager's spherical-cavity model, with p the moment of the free dipole, the strength found below is multiplied by ((ε∞ + 2)/3)², about 2 for ε∞ = 2.25 and 4 for ε∞ = 4. In such hosts p must be read as an effective moment that includes this factor. If the field also varies slowly compared with the motion inside a well, the rates obey the Boltzmann ratio at each instant:

(w₁₂ + δw₁₂)/(w₂₁ + δw₂₁) = exp[−(Δ + 2mE)/kT].

Taking the logarithm, subtracting its value at zero field and keeping first order in E gives

δw₁₂/w₁₂ − δw₂₁/w₂₁ = −2mE/kT.

This fixes the difference of the two relative changes, and not each of them. For positive mE the field may slow the upward hops, speed up the downward hops, do some of both, or even change both rates in the same direction by different amounts, depending on how it shifts the top of the barrier.

Let the population of well 2 be n₂ + δn₂, so that of well 1 is n₁ − δn₂. The master equation reads

dδn₂/dt = (w₁₂ + δw₁₂)(n₁ − δn₂) − (w₂₁ + δw₂₁)(n₂ + δn₂).

The terms w₁₂n₁ and w₂₁n₂ cancel, since they are the equal and opposite flows of equilibrium. Products of two small changes are of second order in the field and are dropped. Then

dδn₂/dt = −(w₁₂ + w₂₁) δn₂ + n₁ δw₁₂ − n₂ δw₂₁.

Call the equilibrium flow in either direction J = n₁w₁₂ = n₂w₂₁. The last two terms become

n₁ δw₁₂ − n₂ δw₂₁ = J(δw₁₂/w₁₂ − δw₂₁/w₂₁) = −J · 2mE/kT.

So the unknown sharing of the field between the two rates drops out at first order. To express J, use n₁ = w₂₁τ and n₂ = w₁₂τ, which follow from the stationary solution. Then n₁n₂/τ = n₁w₁₂ = J, and

dδn₂/dt = −(1/τ)[δn₂ + (2mE/kT) n₁n₂].

For a harmonic field write E(t) = Re[E₀ e^(iωt)] and let δn₂ now stand for its complex amplitude. The time derivative becomes a factor iω. Multiplying the equation by τ and collecting δn₂ on the left,

(1 + iωτ) δn₂ = −(2mE₀/kT) n₁n₂.

The mean moment along the field is m times the population of well 1 minus m times that of well 2. Its change is therefore −2m δn₂:

−2m δn₂ = (4m²E₀/kT) n₁n₂/(1 + iωτ)
  = (m²E₀/kT) sech²(Δ/2kT)/(1 + iωτ).

One factor of 2 comes from the change in energy difference, 2mE, and the other from the change in moment per hop, 2m. Together they supply the 4 that turns n₁n₂ into sech².

Let the directions of the moments in well 1 be distributed isotropically. The permanent mean moment m(n₁ − n₂) then averages to zero, because m = p cosθ is as often positive as negative. The induced moment contains m², and the average of cos²θ over a sphere is 1/3. Since τ does not depend on θ at this order, the average touches the strength alone. Multiplying by the number density N and dividing by ε₀E₀ gives the hopping contribution to the relative permittivity:

ε(ω) = ε∞ + Δε/(1 + iωτ),

1/τ = w₁₂ + w₂₁,

Δε = [Np²/(3ε₀kT)] sech²(Δ/2kT).

Here ε∞ collects every response much faster than hopping. The symbol Δε is the relaxation strength and is not a product with the energy Δ.

The static limit can be reached without any rates. In a constant field the Boltzmann populations give a mean moment

m tanh[(Δ + 2mE)/2kT].

Its derivative with respect to E at E = 0 is m · (2m/2kT) · sech²(Δ/2kT), which is the same m² sech²(Δ/2kT)/kT. This route also shows how weak the field must be. Expanding in mE/kT, the term of order E² carries m³ and vanishes in the isotropic average, so the first correction to Δε is of relative order (pE/kT)². At 10⁶ V/m and 200 K, pE/kT is 1.2 × 10⁻³ for the dipole considered here, and the correction is at most of order 10⁻⁶.

The factor sech² measures how much the moment fluctuates. Without field the component along the field direction takes the values ±m, so its mean square is m² and its mean is m(n₁ − n₂). The variance is

m² − m²(n₁ − n₂)² = m²[(n₁ + n₂)² − (n₁ − n₂)²] = 4m²n₁n₂.

The static response of one dipole is this variance divided by kT. A dipole that stays almost entirely in one well hardly fluctuates, and a weak field can redistribute little population.

At 200 K, kT is 0.017235 eV, so Δ/2kT = 0.030/(2 × 0.017235) = 0.870. The populations are 0.851 and 0.149, and 4 × 0.851 × 0.149 gives 0.51, in agreement with sech²(0.870) = 0.508. Equal wells would give a strength of 0.01517. The unequal wells give 0.01517 × 0.508 = 0.0077.

The rates require a model of the barrier. Let its top lie V above well 1, hence V − Δ above well 2, and let both wells have the same attempt rate ν, independent of temperature:

w₁₂ = ν e^(−V/kT),  w₂₁ = ν e^(−(V−Δ)/kT).

Their ratio is e^(−Δ/kT), as required. With V = 0.35 eV and ν = 10¹² s⁻¹, the upward rate at 200 K is 1.51 × 10³ s⁻¹ and the downward rate 8.64 × 10³ s⁻¹. Hence

1/τ = (1.51 + 8.64) × 10³ s⁻¹ = 1.015 × 10⁴ s⁻¹,

and τ = 98.5 μs. As a check on the balance of flows, 0.851 × 1.51 × 10³ and 0.149 × 8.64 × 10³ both give about 1.29 × 10³ hops per second and dipole in each direction.

With ε = ε′ − iε″, multiplying numerator and denominator of the Debye term by 1 − iωτ separates the two parts:

ε′ − ε∞ = Δε/(1 + ω²τ²),

ε″ = Δε ωτ/(1 + ω²τ²).

The derivative of ε″ with respect to ωτ is proportional to 1 − ω²τ², so the loss is greatest at ωτ = 1, where it equals Δε/2. In the example this is 0.00385, at a frequency 1/(2πτ) of 1.6 kHz. Well above the peak, ε″ tends to Δε/(ωτ). Since Δε/τ is proportional to n₁n₂/τ = J, the loss there is governed by the equilibrium flow of hops: the field reverses before the populations can adjust. At ωτ = 3 this limiting form gives 0.0077/3 = 0.0026, still 11% above the full value of 0.0023.

These responses were tested by integrating the master equation in time with rates that depend exponentially on the field. The field was assigned wholly to the upward rate, wholly to the downward rate, or equally to both. For three frequencies and all three choices, the complex response agreed with the formula to within 5 × 10⁻⁵ of its modulus.

The sum of the activated rates can be put in a form that shows the effect of Δ on τ. Taking out the factor e^(−(V−Δ/2)/kT), which refers to the barrier height above the mean energy of the wells,

1/τ = ν e^(−(V−Δ/2)/kT)[e^(−Δ/2kT) + e^(Δ/2kT)]
  = 2ν e^(−(V−Δ/2)/kT) cosh(Δ/2kT).

A plot of ln(1/τ) against 1/kT is therefore slightly curved. With β = 1/kT, its apparent activation energy is

−d ln(1/τ)/dβ = V − Δ/2 − (Δ/2) tanh(βΔ/2).

Because tanh(Δ/2kT) = n₁ − n₂, this equals V − (Δ/2)(1 + n₁ − n₂) = V − Δn₁, or

n₂V + n₁(V − Δ).

It is the average of the two barriers, each weighted by its share of the total rate, since w₁₂τ = n₂ and w₂₁τ = n₁. At 200 K it is 0.149 × 0.350 + 0.851 × 0.320 = 0.3245 eV. At high temperature it tends to 0.335 eV, the barrier seen from the mean well energy, and on cooling to 0.320 eV, the barrier seen from the upper well. At 100 K it is already 0.321 eV.

The temperature dependence of the strength follows from one variable, x = Δ/2kT. Since 1/kT = 2x/Δ,

Δε = [2Np²/(3ε₀Δ)] x sech²x.

The derivative of x sech²x is sech²x (1 − 2x tanh x), so the strength has its maximum where

2x tanh x = 1.

The left side grows steadily from zero for positive x, hence there is one solution, x = 0.772. The temperature of greatest strength is T = Δ/(2kx). As x is 0.8703 at 200 K and varies as 1/T, this gives, with the root to four digits, 200 K × 0.8703/0.7717 = 226 K, where Δε = 0.0078. The temperatures 200 K and 300 K lie on opposite sides of this broad maximum, which is why the strengths quoted at the beginning differ so little.

Far above the maximum, sech²x approaches 1 − x² and the Curie law of equal wells returns, though slowly: at 400 K the strength of 0.0063 is still 17% below the Curie value of 0.0076. Far below it, sech²x approaches 4e^(−Δ/kT), and the strength dies out because the upper well empties. At 100 K the Curie factor is twice its value at 200 K, or 0.0303, but sech²x has fallen to 0.116, and their product is the 0.0035 of the opening.

That last value is an equilibrium one. At 100 K the relaxation time is 1.3 × 10⁴ s, more than three hours, and a field must be held for longer than that to produce the full static response. If the sample is cooled faster than the dipoles can hop, the populations remain near those of a higher temperature. The relation n₁w₁₂ = n₂w₂₁ then fails, and the formula for the strength does not apply until the populations have reached equilibrium.

The two-state description is itself an approximation to continuous rotation, and its quality can be examined. Let a dipole diffuse in a plane through an angle φ, with diffusion constant D and energy

U/kT = u(φ) = h sin²φ − (g/2) cosφ,

with h = 10 and g = 2. The wells lie at φ = 0 and π and differ in energy by g = 2 in units of kT. By mirror symmetry it is enough to treat 0 ≤ φ ≤ π with reflecting ends, for the moment p cosφ along the axis.

The hopping rate can be defined as the inverse of the mean time of first passage from the bottom of one well to that of the other. Let M(φ) be the mean time to reach π from φ. In a short time dt the remaining time falls by dt on average, while drift and diffusion move the dipole; this gives

D(M″ − u′M′) = −1, or D e^u (e^(−u)M′)′ = −1.

Reflection at 0 requires M′(0) = 0, and arrival at π means M(π) = 0. Two integrations yield

M(0) = (1/D) ∫₀^π dy e^(u(y)) ∫₀^y dz e^(−u(z)).

The return time has the inner integral running from y to π. The inverse times are 1.005 × 10⁻⁴ D and 7.023 × 10⁻⁴ D, with sum 8.028 × 10⁻⁴ D. The slowest relaxation rate of the diffusion problem, found separately by diagonalization, is 8.030 × 10⁻⁴ D, larger than the sum by 0.03%. The next rate among the mirror-symmetric motions treated here is 17.3 D, more than 20,000 times faster. Motions odd under the mirror, which do not affect p cosφ, are nearly as fast: the slowest has rate 15.7 D, about 19,500 times faster. This separation is what justifies treating each well as a single state.

The continuous model also shows what must be adjusted in the strength. Thermal motion within the wells reduces the mean moments to m₁ = 0.974p and m₂ = −0.970p. For general well moments the variance due to hopping is n₁n₂(m₁ − m₂)², which reduces to 4p²n₁n₂ for moments ±p. It amounts here to 0.414p², and the part of the moment fluctuations that decays at the slowest rate differs from it by only about 0.01%. The reduction relative to moments of ±p is about 6%.

The populations, finally, do not quite follow the energy difference. The model gives ln(n₁/n₂) = 1.944 where the energy difference is 2. Near the two minima, u rises as (h + g/4)φ² and (h − g/4)(π − φ)², so the upper well is wider. The width of a Gaussian varies as the inverse square root of its coefficient, which gives

ln(n₁/n₂) ≈ g + ½ ln[(h − g/4)/(h + g/4)] = 2 + ½ ln(9.5/10.5) = 1.950.

The remaining 0.006 lies beyond this harmonic estimate. When the wells differ in width, Δ in sech²(Δ/2kT) must therefore be read as a free-energy difference. If that difference varies with temperature, the condition 2x tanh x = 1 no longer locates the maximum, because its derivation held Δ fixed.

Dipoles with different Δ or V each contribute their own Debye term, and as long as they remain independent the terms add. If their relaxation times differ, the total loss is spread over a wider range of frequencies than a single Debye peak, and times that lie far enough apart give separate peaks. Interactions between dipoles, or a local field that differs from the macroscopic one, change the result in ways that this derivation does not cover. The full set of computed values is in the numerical output below.

Numbers as computed

```
INPUTS
dipole moment p = 1.0 debye = 3.3356e-30 C m
dipole density N = 1.0e+26 m^-3
well energy difference Delta = 0.030 eV
barrier above lower well V = 0.350 eV
attempt rate nu = 1.0e+12 s^-1
temperature T = 200 K, kT = 0.017235 eV
RESULTS AT THIS TEMPERATURE
Delta/2kT = 0.8703
hopping rate w12 (up) = 1.5149e+03 s^-1
hopping rate w21 (down) = 8.6368e+03 s^-1
relaxation rate w12+w21 = 1.0152e+04 s^-1
relaxation time tau = 9.8505e-05 s
loss-peak frequency 1/(2 pi tau) = 1615.7 Hz
populations: lower 0.8508, upper 0.1492
sech^2(Delta/2kT) = 0.5078
strength for Delta = 0: 0.015170
strength from formula: 0.007704
strength from Boltzmann average: 0.007704
pE/kT at E = 1e+06 V/m: 1.21e-03
DRIVEN MASTER EQUATION (field shared equally by both rates)
omega tau = 0.3: eps'-eps_inf = 0.007068, eps'' = 0.002120
omega tau = 1.0: eps'-eps_inf = 0.003852, eps'' = 0.003852
omega tau = 3.0: eps'-eps_inf = 0.000770, eps'' = 0.002311
largest relative deviation, all sharings: 4.5e-05
TEMPERATURE TABLE
T (K) | tau (s) | strength | apparent activation energy (eV)
100 | 1.301e+04 | 0.003514 | 0.3209
150 | 5.139e-02 | 0.006587 | 0.3227
200 | 9.851e-05 | 0.007704 | 0.3245
300 | 1.809e-07 | 0.007349 | 0.3272
400 | 7.584e-09 | 0.006312 | 0.3289
root of 2x tanh x = 1: x = 0.7717
temperature of greatest strength: 225.6 K (direct search 225.6 K)
greatest strength: 0.007804
CONTINUOUS ANGULAR-DIFFUSION MODEL (rates in units of D)
barrier parameter = 10.0 kT, energy difference = 2.0 kT
upward and downward hop rates: 1.0051e-04, 7.0225e-04
sum of hop rates = 8.02763e-04
slowest eigenvalue = 8.03007e-04
next eigenvalue = 17.28
mean moments in the wells: 0.9737 p, -0.9701 p
slow-mode weight = 0.41389 p^2
two-state weight = 0.41385 p^2
free-energy difference ln(n1/n2) = 1.9440 kT
```
